# Thermal polarisation of electron spins at a silicon–oxide interface

## Question

A silicon dangling bond at the Si/SiO₂ interface, known as a P_b centre, carries one localised unpaired electron when it is neutral. A sample with such centres is studied by electron spin resonance at the microwave frequency \(\nu=9.5\) GHz and the temperature \(T=4.2\) K.

Treat each electron as a spin \(S=1/2\) in a static magnetic field \(B\). Unless a part says otherwise, the spins do not interact, they are in thermal equilibrium with the lattice, and the microwaves are too weak to disturb them. Let \(N_{\rm l}\) and \(N_{\rm u}\) be the numbers of spins in the lower and upper levels. The polarisation is

\[
P=\frac{N_{\rm l}-N_{\rm u}}{N_{\rm l}+N_{\rm u}} .
\]

Data: \(h=6.626070\times10^{-34}\) J s and \(k=1.380649\times10^{-23}\) J/K. The centre density is \(10^{12}\) cm⁻² and the sample area is 0.1 cm². The g-factor is 2.0015 for a field along the dangling bond and 2.0085 for a field across it. The density and g-factors are model values chosen for this exercise, not measurements on a particular sample.

## (a) Levels and resonance

*Find the two energy levels for an isotropic g-factor \(g>0\), say which spin state is lower, and state the resonance condition.*

**Answer.** Let \(\mathbf S\) be the spin in units of \(\hbar\). The electron's magnetic moment is opposite to its spin, \(\boldsymbol\mu=-g\mu_B\mathbf S\), where \(\mu_B\) is the Bohr magneton. With the field along \(z\), the energy is

\[
H=-\boldsymbol\mu\cdot\mathbf B=+g\mu_BB\,S_z .
\]

Since \(S_z\) has the eigenvalues \(m=\pm1/2\), the levels are

\[
E_{\pm}=\pm\tfrac12 g\mu_BB .
\]

The state \(m=-1/2\) is lower: its moment points along the field. A photon is resonant when its energy equals the level spacing,

\[
h\nu=E_+-E_-=g\mu_BB .
\]

## (b) Polarisation in equilibrium

*Derive \(P\) as a function of \(\nu\) and \(T\), and discuss its limits.*

**Answer.** For independent spins in contact with a lattice at temperature \(T\), the probability of a level of energy \(E\) is proportional to \(e^{-E/kT}\). Each of the two levels is a single state, so there is no extra degeneracy factor. At resonance their spacing is \(h\nu\), which gives

\[
\frac{N_{\rm u}}{N_{\rm l}}=e^{-x},\qquad x=\frac{h\nu}{kT}.
\]

Divide the numerator and denominator of \(P\) by \(N_{\rm l}\), and then multiply both by \(e^{x/2}\):

\[
P=\frac{1-e^{-x}}{1+e^{-x}}
=\frac{e^{x/2}-e^{-x/2}}{e^{x/2}+e^{-x/2}}
=\tanh\frac{h\nu}{2kT}.
\]

The level fractions add up to one and differ by \(P\), so they are \((1+P)/2\) and \((1-P)/2\).

When \(h\nu\gg kT\), the upper level empties and \(P\to1\). When \(h\nu\ll kT\), the levels are almost equally filled. To find \(P\) there, put \(y=x/2\) and expand:

\[
\tanh y=\frac{y+y^3/6+\dots}{1+y^2/2+\dots}
=y\left(1-\frac{y^2}{3}+\dots\right).
\]

The leading result is \(P\approx h\nu/2kT\). This estimate is too large, relative to \(P\), by about \(y^2/3=x^2/12\).

## (c) The numerical value

*Show that the polarisation is about 5.4 percent. Find the number of excess spins in the lower level, and compare the polarisation with that at 300 K and the same frequency.*

**Answer.** The two energies are

\[
h\nu=(6.626070\times10^{-34})(9.5\times10^{9})\ \text{J}
=6.295\times10^{-24}\ \text{J},
\]

\[
kT=(1.380649\times10^{-23})(4.2)\ \text{J}
=5.799\times10^{-23}\ \text{J}.
\]

In electronic units these are 39.3 μeV and 361.9 μeV. Their ratio is \(x=0.10855\), and hence

\[
P=\tanh(0.05428)=0.05422\approx5.4\ \text{percent}.
\]

The lower level holds 52.7 percent of the spins and the upper level 47.3 percent. The hand estimate \(x/2=0.05428\) exceeds \(P\) by 0.098 percent of \(P\), in agreement with \(x^2/12\).

The sample contains \(10^{12}\times0.1=10^{11}\) spins. The excess in the lower level is

\[
N_{\rm l}-N_{\rm u}=10^{11}\times0.0542=5.4\times10^9 .
\]

At 300 K the polarisation is 0.076 percent, so cooling raises it by a factor of 71.4. This is close to the temperature ratio \(300/4.2=71.4\), because both temperatures lie in the regime \(P\approx h\nu/2kT\).

The same law shows how well the temperature must be known. If the sample is at 4.3 K while the thermometer reads 4.2 K, \(P\) changes by nearly \(4.2/4.3-1=-2.3\) percent of its value. The full formula gives −2.32 percent.

## (d) An anisotropic g-factor

*The formula for \(P\) contains no g-factor. Show that this remains true for an axial g tensor if the field is adjusted to keep the resonance at \(\nu\). What happens if the field is held fixed instead?*

**Answer.** Let \(z\) now lie along the dangling bond, and let the field make an angle \(\theta\) with it in the \(xz\) plane. With \(\mathbf S=\boldsymbol\sigma/2\), where \(\boldsymbol\sigma\) are the Pauli matrices,

\[
H=\tfrac12\mu_BB\left(g_\perp\sin\theta\,\sigma_x+g_\parallel\cos\theta\,\sigma_z\right)
=\tfrac12g(\theta)\mu_BB\,\mathbf n\cdot\boldsymbol\sigma ,
\]

\[
g(\theta)=\sqrt{g_\perp^2\sin^2\theta+g_\parallel^2\cos^2\theta},
\]

where \(\mathbf n\) is the unit vector along \((g_\perp\sin\theta,0,g_\parallel\cos\theta)\). Because \((\mathbf n\cdot\boldsymbol\sigma)^2=1\) and the trace of \(\mathbf n\cdot\boldsymbol\sigma\) is zero, its eigenvalues are \(\pm1\). The level spacing is therefore \(g(\theta)\mu_BB\), and the resonance condition sets it equal to \(h\nu\).

At resonance \(H/kT=(x/2)\,\mathbf n\cdot\boldsymbol\sigma\). In the exponential series, even powers of \(\mathbf n\cdot\boldsymbol\sigma\) give 1 and odd powers give \(\mathbf n\cdot\boldsymbol\sigma\), so

\[
e^{-H/kT}=\cosh\frac x2-\mathbf n\cdot\boldsymbol\sigma\,\sinh\frac x2 .
\]

Its trace is \(2\cosh(x/2)\). Dividing by this gives the density matrix

\[
\rho=\tfrac12\left(1-\mathbf n\cdot\boldsymbol\sigma\tanh\frac x2\right).
\]

Since \(\mathrm{Tr}(\sigma_i\sigma_j)=2\delta_{ij}\), the mean spin vector is \(\langle\boldsymbol\sigma\rangle=-\mathbf n\tanh(x/2)\). Its length is the same \(P\) as before, at any \(\theta\). The minus sign records that the lower state has its spin against \(\mathbf n\).

As a numerical test, the resonance field was found for \(\theta=40^\circ\) and \(e^{-H/kT}\) was evaluated as a matrix. The length of the spin vector came out as 0.05422.

What changes with orientation is the field: resonance occurs at 339.12 mT along the bond and at 337.94 mT across it. If the field is instead held at 339.12 mT while the sample is turned from the first orientation to the second, the level spacing grows by \(2.0085/2.0015-1=0.35\) percent. In the small-\(x\) regime \(P\) grows by the same fraction of itself.

## (e) The effect of the microwaves

*On resonance, let \(B_1\) be the amplitude of the rotating microwave field and let \(T_1\) and \(T_2\) be the longitudinal and transverse relaxation times. Use the Bloch equations to find the steady polarisation. Take \(g=2\), \(T_1=1\) ms and \(T_2=1\) μs, and evaluate it for \(B_1=10\) nT and 100 nT.*

**Answer.** Let \(\mathbf M\) be the polarisation vector in the direction of the magnetisation, so that in equilibrium \(M_z=P\). Work in the frame rotating with the microwave field, with its \(x\) axis antiparallel to \(B_1\). Define \(\gamma=g\mu_B/\hbar\) and \(\omega_1=\gamma B_1\). On resonance the static field drops out of the motion in this frame, and

\[
\dot M_y=\omega_1M_z-\frac{M_y}{T_2},\qquad
\dot M_z=-\omega_1M_y-\frac{M_z-P}{T_1}.
\]

The component \(M_x\) only decays. In the steady state the first equation gives \(M_y=\omega_1T_2M_z\). Put this into the second, with \(\dot M_z=0\), and multiply by \(T_1\):

\[
0=-\omega_1^2T_1T_2M_z-M_z+P .
\]

Therefore

\[
M_z=\frac{P}{1+s},\qquad s=\gamma^2B_1^2T_1T_2 .
\]

The result of part (b) requires \(s\ll1\). The value of \(\gamma\) follows from the resonance in part (d): \(\gamma\approx2\pi\nu/B=2\pi(9.5\times10^9)/0.339=1.76\times10^{11}\) rad s⁻¹ T⁻¹, since the g-factor there is very close to 2. For 10 nT, \(\omega_1=1.76\times10^3\) rad/s and

\[
s=(1.76\times10^3)^2(10^{-3})(10^{-6})=0.0031 ,
\]

which leaves a polarisation of 5.41 percent. For 100 nT, \(s\) is a hundred times larger, 0.31 (0.309 with the unrounded \(\gamma=1.759\times10^{11}\) rad s⁻¹ T⁻¹ for \(g=2\)), and the polarisation falls to \(5.42/1.309=4.14\) percent.

The equations also show why polarisation matters for the signal. The mean energy per spin is \(-(h\nu/2)M_z\), and the drive changes \(M_z\) at the rate \(-\omega_1M_y\). The absorbed power per spin is thus

\[
W=\frac{h\nu}{2}\,\omega_1M_y
=\frac{h\nu}{2}\,\frac{\omega_1^2T_2\,P}{1+s}.
\]

For weak drive it is proportional to \(P\), at fixed \(B_1\) and \(T_2\). For strong drive it approaches \((h\nu/2)P/T_1\): the spins can then absorb no faster than they pass energy to the lattice.

## (f) Nuclei and neighbouring spins

*Some centres have a ²⁹Si nucleus, with spin 1/2, at the dangling-bond atom. Model its coupling to the electron as isotropic with \(A=420\) MHz, and neglect the nuclear Zeeman energy. At the fixed field where a centre without this nucleus resonates at 9.5 GHz, find the two strong transition frequencies and their polarisations. Then judge the dipolar coupling between centres.*

**Answer.** Let \(\boldsymbol\tau\) be the Pauli matrices of the nucleus. In frequency units,

\[
\frac Hh=\frac{\nu}{2}\sigma_z+\frac A4\,\boldsymbol\sigma\cdot\boldsymbol\tau .
\]

Label the states by the signs of \(\sigma_z\) and \(\tau_z\). The states \(|{+}{+}\rangle\) and \(|{-}{-}\rangle\) are not mixed with others and have the energies \(\pm\nu/2+A/4\). The states \(|{+}{-}\rangle\) and \(|{-}{+}\rangle\) have diagonal energies \(\pm\nu/2-A/4\) and are coupled by the off-diagonal element \(A/2\). Diagonalising this \(2\times2\) block gives

\[
-\frac A4\pm\frac12\sqrt{\nu^2+A^2}.
\]

The strong transitions flip the electron and leave the nucleus nearly unchanged. Subtracting the energies gives their frequencies,

\[
\nu_\pm=\frac{\nu+\sqrt{\nu^2+A^2}}{2}\pm\frac A2 ,
\]

which are 9.715 GHz and 9.295 GHz. The argument of part (b) applies to any pair of single levels in equilibrium: the difference of their populations, divided by their sum, is \(\tanh(h\nu_\pm/2kT)\). The results are 5.54 and 5.31 percent. The isotropic \(A\) is a model value: the coupling of a real P_b centre is strongly anisotropic, so these frequencies depend on the field direction.

The nucleus raises one value and lowers the other. To first order in \(A\), the electron sees a shift of \(+A/2\) or \(-A/2\) with equal probability, and the two cancel in the total electron polarisation. Diagonalisation of the four-level model gives a remaining change of only −0.0001 percent of \(P\). If the field is swept at fixed microwave frequency, each line is observed when its own spacing is \(h\nu\), and its pair of levels then has the polarisation found in part (c).

For the dipolar coupling, take two centres at the spacing of a regular square array, \((10^{12}\ \text{cm}^{-2})^{-1/2}=10\) nm. The coupling frequency for \(g=2\),

\[
\nu_{\rm d}=\frac{\mu_0(2\mu_B)^2}{4\pi r^3h},
\]

is 51.9 kHz, about five millionths of \(\nu\). With the field normal to the interface, the thermal state of the coupled pair has a polarisation that differs by \(-1.5\times10^{-5}\) percent of \(P\). This is an estimate for one pair. To first order the contributions of all neighbours add, and for the full square array \(\sum(10\ \text{nm}/r)^3\approx9.0\), which makes the change about \(-1.3\times10^{-4}\) percent of \(P\), still negligible. The sign depends on the field direction: along the pair axis the pair value is \(+3.0\times10^{-5}\) percent. If the centres are placed at random, half of them have a neighbour within 4.7 nm, where the coupling is about ten times larger. At still shorter distances exchange, omitted here, may also matter.

## (g) Mobile electrons at the same interface

*An inversion layer on a (100) silicon surface holds \(n=10^{12}\) electrons per cm² in \(g_v=2\) equivalent valleys, with effective mass \(m^*=0.19\,m_e\). Find its spin polarisation for a Zeeman splitting \(\Delta=h\nu\) at 4.2 K. Neglect interactions and the effect of the field on orbital motion. Does the result of part (c) apply?*

**Answer.** It does not, because mobile electrons share a common set of states and obey the Pauli principle. In two dimensions the density of states per spin is constant, \(D=g_vm^*/2\pi\hbar^2\). If the chemical potential lies at \(\mu\) above a band bottom, the density of electrons of that spin is

\[
F(\mu)=D\int_0^\infty\frac{d\varepsilon}{e^{(\varepsilon-\mu)/kT}+1}
=DkT\ln\left(1+e^{\mu/kT}\right).
\]

The Zeeman energy moves the two band bottoms by \(\mp\Delta/2\). The spin densities are \(F(\mu+\Delta/2)\) and \(F(\mu-\Delta/2)\). For \(\Delta\ll kT\), their difference is \(\Delta F'(\mu)\) and their sum is \(2F(\mu)\), so

\[
P_{\rm gas}\approx\frac{\Delta F'(\mu)}{2F(\mu)},\qquad
F'(\mu)=D\,\frac{e^{\mu/kT}}{1+e^{\mu/kT}} .
\]

Define the Fermi energy by \(n=2DE_F\), which means \(E_F=\pi\hbar^2n/g_vm^*\). To leading order \(F(\mu)=n/2=DE_F\), and therefore \(1+e^{\mu/kT}=e^{E_F/kT}\). Substitution gives \(F'=D(1-e^{-E_F/kT})\) and

\[
P_{\rm gas}\approx\frac{h\nu}{2E_F}\left(1-e^{-E_F/kT}\right).
\]

For a dilute gas, \(E_F\ll kT\), the bracket becomes \(E_F/kT\) and the localised-spin result \(h\nu/2kT\) returns. Here \(E_F=6.30\) meV, which is \(17.4\,kT\), and the exponential is negligible:

\[
P_{\rm gas}\approx\frac{0.0393\ \text{meV}}{2\times6.30\ \text{meV}}
=0.0031 .
\]

Numerical integration of the Fermi functions, with the total density held fixed, gives 0.312 percent. This is about one seventeenth of the value for localised spins. It is a free-electron figure. At this density the interaction parameter is \(r_s\approx2.6\) (for a mean dielectric constant of 7.7), so interactions are not small, and exchange raises the spin susceptibility of a real inversion layer above this value. Deep below the Fermi level both spin states are occupied, so an electron there cannot reverse its spin without entering a filled state.

## (h) Use for a real sample

*Which assumptions most need checking before 5.4 percent is used for a real oxidised wafer?*

**Answer.** The chosen density suits an interface whose dangling bonds have not been passivated. Hydrogen passivation can lower it greatly. At \(10^{10}\) cm⁻² and the same area, the excess would be \(5.4\times10^7\) spins, although \(P\) would be unchanged. Charged P_b centres have no unpaired electron and are not counted in either number.

Among the effects evaluated here for the localised spins, saturation at 100 nT is the largest: it removes 24 percent of \(P\). The relaxation times behind that figure are round model values, and they must be measured for the sample in use. The Bloch result also assumes one resonance frequency. In a line broadened by a spread of frequencies, it describes the spins that are on resonance, while the others are less disturbed.

The sample must also have had time to reach equilibrium. With the microwaves off, the difference between \(M_z\) and \(P\) decays as \(e^{-t/T_1}\). Suppose the lattice is cooled suddenly from 300 K to 4.2 K and \(T_1\) is then constant. The initial difference is \((5.422-0.076)/5.422=0.986\) of the final polarisation, so reaching within 1 percent of it takes \(T_1\ln98.6\approx4.6\,T_1\), or 4.6 ms for the model value. A longer \(T_1\) lengthens this wait and, at fixed \(B_1\) and \(T_2\), makes saturation easier.

The numerical output below lists the main values used in these answers.

## Table of computed values

```
Microwave frequency: 9.5 GHz
Temperature: 4.2 K
Planck constant h: 6.626070e-34 J s
Boltzmann constant k: 1.380649e-23 J/K
Photon energy h nu: 39.289 micro-eV
Thermal energy kT: 361.93 micro-eV
x = h nu/kT: 0.10855
Boltzmann ratio N_upper/N_lower: 0.89713
Polarisation tanh(x/2): 0.05422 = 5.42 percent
Polarisation from density matrix: 0.05422
Lower-level fraction: 0.52711
Upper-level fraction: 0.47289
Linear estimate x/2: 0.05428
Relative excess of linear estimate: 0.098 percent
Polarisation at 300 K: 0.0760 percent
Gain in polarisation, 4.2 K over 300 K: 71.4
g along bond, g across bond: 2.0015, 2.0085
Resonance field along bond: 339.12 mT
Resonance field across bond: 337.94 mT
Centre density: 1.0e+12 cm^-2
Sample area: 0.1 cm^2
Number of spins: 1.00e+11
Excess spins in lower level: 5.42e+09
Change of P, sample 0.1 K warmer: -2.32 percent of P
Change of P, g anisotropy at fixed field: 0.35 percent of P
29Si hyperfine splitting: 420 MHz
P of upper hyperfine transition: 5.54 percent
P of lower hyperfine transition: 5.31 percent
Change of total P, hyperfine: -0.0001 percent of P
Typical centre spacing: 10.0 nm
Dipolar coupling at that spacing: 51.9 kHz
Change of P, dipolar pair: -1.5e-05 percent of P
Model T1: 1.0 ms; model T2: 1.0 microseconds
Drive B1 = 10 nT: s = 0.0031, P = 5.41 percent
Drive B1 = 100 nT: s = 0.3093, P = 4.14 percent
Inversion-layer mass: 0.19 m_e; valleys: 2
Inversion-layer density: 1.0e+12 cm^-2
Inversion-layer Fermi energy: 6.30 meV
Inversion-layer E_F/kT: 17.41
Inversion-layer polarisation: 0.312 percent
```
